# Athermal Bourgoin-Corbett migration: energy conditions, rates and limits

## A defect that moves without climbing

Consider a defect on a line with sites A at $x=0,\pm a,\pm2a,\ldots$ and sites B halfway between them. In charge state 0 the defect is stable at A and has its energy maximum at B. In charge state + it is stable at B and has its maximum at A.

Let the defect rest at A in state 0, at a temperature far too low for a hop. It captures a hole and becomes +. The nuclei have not yet moved, but A is now a maximum of the energy. The defect slides to one of the two neighbouring B sites and rests there. It then captures an electron and returns to state 0, for which B is a maximum. It slides again, to one of the A sites beside B. One of these is the starting site and the other is new.

At no point did the defect climb a barrier. Each capture replaced the energy curve beneath it by one on which it stood at the top. This is the Bourgoin-Corbett mechanism. "Athermal" means that no thermally activated hop is needed; it does not mean that the motion is free of cost. Each cycle consumes an electron and a hole, and their recombination energy pays for the two slides.

A static barrier calculated for one charge state therefore does not settle whether a native defect is immobile under irradiation or illumination. One must also ask whether both captures are possible at the geometries where they have to occur, and how often they occur.

## Which energies must be compared

Let $U_0(x)$ and $U_+(x)$ be the total energies in the two charge states, with the electron removed from the + state placed at the valence-band edge. The vertical level, meaning the charge-transition level at fixed geometry, is

$$e(x)=U_0(x)-U_+(x),$$

measured from the valence-band edge. The thermodynamic level compares the two relaxed minima:

$$e_{\rm th}=U_0(A)-U_+(B).$$

The static barriers are $B_0=U_0(B)-U_0(A)$ and $B_+=U_+(A)-U_+(B)$. Substituting $U_+(A)=U_+(B)+B_+$ gives

$$e(A)=U_0(A)-U_+(B)-B_+=e_{\rm th}-B_+ .$$

Substituting $U_0(B)=U_0(A)+B_0$ gives

$$e(B)=U_0(A)+B_0-U_+(B)=e_{\rm th}+B_0 .$$

The interchange of minimum and saddle thus moves the level up by $B_0+B_+$ as the defect goes from A to B.

Now follow the energy through one cycle, starting with the defect in state 0 at A and a free pair at the band edges. The pair energy is the gap $E_g$.

1. The defect captures the hole at A: its electron drops from $e(A)$ to the valence-band edge. The energy released is $e_{\rm th}-B_+$.
2. The defect slides from A to B in state +, giving $B_+$ to the lattice.
3. It captures the electron at B: the electron drops from the conduction-band edge to $e(B)$. The energy released is $E_g-e_{\rm th}-B_0$.
4. It slides from B to A in state 0, giving $B_0$ to the lattice.

The sum is

$$(e_{\rm th}-B_+)+B_++(E_g-e_{\rm th}-B_0)+B_0=E_g .$$

For carriers at the band edges, both captures release energy at fixed geometry when the first and third terms are positive:

$$B_+<e_{\rm th}<E_g-B_0 .$$

This window has width $E_g-B_0-B_+$, so it exists if and only if

$$B_0+B_+<E_g .$$

The two slides together cannot spend more than the pair supplies. The condition uses energies at A and B alone and does not depend on the shape of the curves between them, provided that each slide is downhill all the way. In a numerical test, downhill walks on non-sinusoidal curves reproduced all four terms of the ledger.

As a model, take $E_g=1.2$ eV, $B_0=0.5$ eV, $B_+=0.4$ eV and $e_{\rm th}=0.6$ eV. These are round parameters and represent no particular material. The allowed window runs from 0.4 to 0.7 eV, so the chosen level lies inside it. The vertical levels are $e(A)=0.6-0.4=0.2$ eV and $e(B)=0.6+0.5=1.1$ eV. The ledger is

$$0.2+0.4+0.1+0.5=1.2\ {\rm eV}.$$

Of the pair energy, 0.9 eV is spent on slides and 0.3 eV is released in the captures. The smallest margin is the 0.1 eV of electron capture. An error larger than this in $e(B)$ relative to the conduction-band edge could reverse the verdict.

The ledger says that capture is energetically possible; it does not say how fast it is. The released energy must be carried away by light, by lattice vibrations or by another carrier. The capture coefficients are inputs here, and strictly athermal migration requires that they have no thermal barrier of their own.

## From captures to a diffusion coefficient

Let $n$ and $p$ be the free-electron and free-hole densities, and $c_n$ and $c_p$ the capture coefficients. The defect waits a mean time $1/(c_pp)$ at A for a hole and $1/(c_nn)$ at B for an electron. If the slides take negligible time, the mean duration of a cycle is the sum of these waits, and the cycle rate $R$ obeys

$$\frac1R=\frac1{c_pp}+\frac1{c_nn}.$$

The slower capture controls the motion. An abundance of one carrier cannot make up for the absence of the other.

Assume that friction stops the defect in the first minimum it reaches. This is a real condition: the next maximum is no higher than the one it left, so a weakly damped defect could cross it and travel farther. With sufficient friction, each cycle contains two slides of length $a/2$. At a symmetric maximum the force vanishes, and small fluctuations choose the side. The two sides are equally likely, and the defect loses memory of its arrival direction while it waits in the next minimum. After $N$ slides,

$$x_N=\frac a2\sum_{i=1}^{N}\sigma_i,\qquad \sigma_i=\pm1 .$$

The signs are independent with zero mean, so the cross terms in $x_N^2$ average to zero and

$$\langle x_N^2\rangle=\frac{Na^2}{4}.$$

After a long time $t$ the mean number of slides is $2Rt$. The definition $\langle x^2\rangle=2Dt$ then gives

$$2Dt=\frac{a^2}{4}\,2Rt,\qquad D=\frac{a^2R}{4}\quad\text{(line)}.$$

Half of the cycles end where they began. Treating every cycle as a hop of length $a$ would give $a^2R/2$, too large by a factor of two.

In the diamond structure, let A be the tetrahedral interstitial site and B the hexagonal one. With cubic lattice constant $a_0$, neighbouring A sites are $d=\sqrt3\,a_0/4$ apart, and a B site lies midway between them. Each A has four B neighbours, and each B has two A neighbours. Every slide has length $d/2$.

The four directions leaving A add to zero, as do the two leaving B. Whatever the earlier path, the next slide therefore has zero mean vector, and the cross terms vanish again:

$$\langle r^2\rangle=2Rt\left(\frac d2\right)^2
=2Rt\,\frac{3a_0^2}{64}=\frac{3a_0^2Rt}{32}.$$

In three dimensions $\langle r^2\rangle=6Dt$, hence

$$D=\frac{1}{6}\,\frac{3a_0^2R}{32}=\frac{a_0^2R}{64}\quad\text{(diamond structure)}.$$

Cubic symmetry makes this coefficient isotropic. The decay of long-wavelength density variations on the site network gave $D/(a_0^2R)=0.015625=1/64$, and the test held along three different directions.

## How large the effect is

Take 100 K, where $k_BT=0.008617$ eV, and let a steady source maintain $n=1.0\times10^{10}$ cm$^{-3}$ and $p=2.0\times10^{10}$ cm$^{-3}$. With $c_n=1.0\times10^{-7}$ cm$^3$/s and $c_p=1.0\times10^{-8}$ cm$^3$/s, the capture rates are

$$c_pp=200\ {\rm s^{-1}},\qquad c_nn=1000\ {\rm s^{-1}},$$

and therefore

$$R=\frac{1}{1/200+1/1000}\ {\rm s^{-1}}=167\ {\rm s^{-1}}.$$

The defect spends the fraction $R/(c_pp)=0.83$ of its time at A, waiting for a hole. More holes would therefore help more than more electrons. Doubling $p$ raises $R$ to $1/(1/400+1/1000)=286$ s$^{-1}$, while doubling $n$ raises it to $1/(1/200+1/2000)=182$ s$^{-1}$.

For $a_0=0.50$ nm $=5.0\times10^{-8}$ cm,

$$D=\frac{(5.0\times10^{-8})^2\times166.67}{64}\ {\rm cm^2/s}
=6.5\times10^{-15}\ {\rm cm^2/s}.$$

In one hour the root-mean-square displacement is

$$\sqrt{6Dt}=\sqrt{6(6.51\times10^{-15})(3600)}\ {\rm cm}
=1.19\times10^{-5}\ {\rm cm},$$

or 119 nm. The defect can thus travel farther than the spacing of traps that are tens of nanometres apart. Carrier densities this low presuppose lightly doped or compensated material; uncompensated shallow dopants at such a spacing would supply far more majority carriers, and $R$ would approach the minority capture rate. That alone does not ensure an encounter, because a random walk in three dimensions can pass between them.

For comparison, let the defect hop thermally over the lower barrier, 0.4 eV, with an attempt frequency $\nu=10^{13}$ s$^{-1}$. The rate is

$$\nu e^{-B_+/k_BT}=6.9\times10^{-8}\ {\rm s^{-1}},$$

about one hop in 170 days. The capture cycle is faster by more than nine orders of magnitude. This hop is open only while the defect is in state +, which is the fraction $R/(c_nn)=0.17$ of the time; in state 0 the barrier is 0.5 eV and hops are much rarer. The time-averaged hop rate equals the cycle rate when $[R/(c_nn)]\,\nu e^{-B_+/k_BT}=R$, that is, when $\nu e^{-B_+/k_BT}=c_nn$. Taking the logarithm and solving for $T$ gives

$$T=\frac{B_+}{k_B\ln(\nu/c_nn)}=202\ {\rm K}$$

for these carrier densities and temperature-independent capture coefficients. Well above this temperature, thermal hopping outpaces the capture cycle and a static barrier may suffice to describe the motion. The crossover rises with the electron density, which reduces the logarithm. It hardly depends on $p$ as long as hops in state 0 are negligible, because more holes raise $R$ and the time spent in state + by the same factor. Setting the unweighted hop rate equal to $R$ gives 187 K, which compares the cycle with a defect held permanently in state +.

## Is the charge change really the cause?

The random-walk result assumes that thermal hops are negligible, that each slide ends in the first minimum reached, and that it is complete before the next capture. A less restricted calculation puts the defect on two sinusoidal energy curves, with thermal motion, friction and charge switching all present. Let $D_{\rm free}$ be its diffusion coefficient on a flat energy curve. With slow switching rates of 0.01 and 0.02 in units of $D_{\rm free}/a^2$, the ratio of the calculated $D$ to $a^2R/4$ is 0.9999 at 50 K and 0.9998 at 100 K. Doubling the temperature leaves the law intact.

With the charge frozen in state 0 at 100 K, the diffusion coefficient falls below $10^{-6}$ of the driven value. The curve $U_0$ and the thermal noise are unchanged; what has been removed is the alternation. This identifies the charge changes, rather than residual heat, as the cause of the motion in the model.

Switching can also be too fast. Near a maximum of a sinusoidal curve with barrier $B$,

$$U(x)\simeq U_{\max}-\frac{\kappa x^2}{2},\qquad
\kappa=\frac{2\pi^2B}{a^2}.$$

The force is $+\kappa x$ and the mobility is $D_{\rm free}/k_BT$, so a small displacement grows at the rate

$$\gamma=\frac{\kappa D_{\rm free}}{k_BT}
=2\pi^2\frac{B}{k_BT}\frac{D_{\rm free}}{a^2}.$$

For $B=0.4$ eV at 100 K this is about $920\,D_{\rm free}/a^2$. Switching rates of $10^4D_{\rm free}/a^2$ leave no time for a complete slide. The calculated $D$ is then $4.1\times10^{-4}$ of what $a^2R/4$ would predict, because that law counts half-steps that are never completed. The law fails, but the motion does not stop: $D$ itself is $4.1\times10^{-4}\times1250\,D_{\rm free}\simeq0.5\,D_{\rm free}$, about 300 times its value at the slow switching rates.

A related condition concerns re-emission. Just after electron capture at B, the electron lies 0.1 eV below the conduction-band edge. With unit degeneracy factors and an effective density of states $N=5.0\times10^{18}$ cm$^{-3}$, detailed balance gives the emission rate at fixed geometry as

$$c_nN e^{-[E_g-e(B)]/k_BT}
=5\times10^{11}\,e^{-0.1/0.008617}\ {\rm s^{-1}}
\simeq5\times10^{6}\ {\rm s^{-1}}.$$

This exceeds the capture rate of 1000 s$^{-1}$, but the comparison that matters is with the slide. If friction is strong enough to stop the defect but not so strong that it only creeps off the maximum, the slide ends within a few vibrational periods of $10^{-13}$ s. It is then over in less than a picosecond, long before re-emission. As the defect slides to A its level sinks to 0.2 eV and the electron becomes firmly bound. At the edge of the energy window the exponential approaches one and the emission rate approaches $5\times10^{11}$ s$^{-1}$. The mean emission time is then 2 ps, still longer than the slide assumed here, and the level sinks as soon as the defect leaves B. Re-emission therefore interrupts only a minority of the slides in this model. A slower slide or a larger capture coefficient would make it more likely.

## When a small barrier remains

Suppose that $e(B)$ lies above the conduction-band edge. A band-edge electron cannot be captured at B without extra energy, but it may be captured after the + defect has climbed part of the way towards A. For sinusoidal curves write $s=\sin^2(\pi x/a)$, so that $s=0$ at A and $s=1$ at B:

$$U_0=B_0s,\qquad U_+=-e_{\rm th}+B_+(1-s).$$

Their difference is

$$e(s)=e_{\rm th}-B_++(B_0+B_+)s .$$

Capture becomes possible at $e(s_c)=E_g$. Solving for the distance from B in the variable $s$,

$$1-s_c=1-\frac{E_g-e_{\rm th}+B_+}{B_0+B_+}
=\frac{e_{\rm th}+B_0-E_g}{B_0+B_+}.$$

The climb on the + curve costs $B_+(1-s_c)$, hence

$$E_a=\frac{B_+\,(e_{\rm th}+B_0-E_g)}{B_0+B_+}.$$

This barrier starts from zero when $e(B)=E_g$. It reaches the full $B_+$ when $e_{\rm th}=E_g+B_+$, where even $e(A)$ has risen to the conduction-band edge and the pair no longer assists the climb.

At the other end of the window, $e(A)<0$ prevents hole capture at A. State 0 must first climb to the point where $e(s)=0$, which is $s=(B_+-e_{\rm th})/(B_0+B_+)$. The cost is $B_0s$, or $B_0(B_+-e_{\rm th})/(B_0+B_+)$.

Move the model level to $e_{\rm th}=0.8$ eV with the other energies unchanged. Then $e(B)=1.3$ eV, which is 0.1 eV above the conduction-band edge, and

$$E_a=\frac{0.4\times0.1}{0.9}\ {\rm eV}=0.044\ {\rm eV}.$$

The Boltzmann factor at 100 K is $5.8\times10^{-3}$. If it simply multiplies the former electron-capture rate, that rate falls from 1000 to about 5.8 s$^{-1}$, and $R$ falls to $1/(1/200+1/5.8)\simeq5.6$ s$^{-1}$. This is an order-of-magnitude classical estimate: it keeps the prefactor unchanged and leaves out tunnelling. Weighting the capture rate instead by the fraction of time that the + defect spends beyond $s_c$, about $1.4\times10^{-3}$, gives $R\simeq1.4$ s$^{-1}$. The migration is still far faster than the static hop, but it is recombination-assisted and thermally activated, not athermal.

## Why equilibrium does not supply the drive

In equilibrium $np=n_i^2$, where $n_i$ is the intrinsic carrier density. Write $k_h=c_pp$ and $k_e=c_nn$. The sum of two positive numbers is at least twice their geometric mean, so

$$\frac1R=\frac1{k_h}+\frac1{k_e}\geq\frac{2}{\sqrt{k_hk_e}},$$

and for cycles made of captures alone

$$R\leq\frac12\sqrt{c_nc_p\,np}=\frac12\sqrt{c_nc_p}\,n_i .$$

Doping cannot evade this bound: it raises one carrier density and lowers the other. For equal band densities of states $N$, $n_i=Ne^{-E_g/2k_BT}$, so with fixed prefactors the bound is activated by half the gap.

In the model $n_i=2.9\times10^{-12}$ cm$^{-3}$ at 100 K. A scan over all Fermi levels in the gap, with thermal emission included only from the defect at rest at A or B, gives a largest cycle rate of $4.6\times10^{-20}$ s$^{-1}$ and an activation energy of 0.60 eV, equal to $E_g/2$. Emission from the resting defect does not help here because it requires $E_g-e(A)=1.0$ eV at A or $e(B)=1.1$ eV at B. If either of these energies is below $E_g/2$, emission from rest could exceed the capture-only limit.

That limit also does not cover emission after a thermal climb. In state 0, climbing to B costs $B_0$ and emission there costs $E_g-e(B)$, a total of $E_g-e_{\rm th}$. In state +, the corresponding path through A costs $B_++e(A)=e_{\rm th}$. The two totals add up to $E_g$, so one of them is below $E_g/2$ unless both equal it, as they do in the model. Cycles that use such a path can exceed the capture-only limit, even in the case of equality if their prefactor is larger, but they are not athermal. In the model, n-type material gives a rate of about $c_nNe^{-(E_g-e_{\rm th})/k_BT}\simeq3\times10^{-19}$ s$^{-1}$, several times the capture-only limit and with the same activation energy. Inside the energy window each total also exceeds the static barrier of the same charge state.

Even the slow static hop, at $6.9\times10^{-8}$ s$^{-1}$, is much faster than this dark cycle. The mechanism thus explains low-temperature motion under injection; it does not remove the activation energy of equilibrium self-diffusion. Self-diffusion also depends on the equilibrium concentration of the native defect, whose formation energy is not part of the migration problem.

## What to calculate, measure and control

A calculation should provide four total energies: both charge states at both sites, with a common band-edge reference. The band gap is needed as well, because it enters the electron-capture energy $E_g-e(B)$. The relaxed level alone is insufficient, and so are the two barriers alone. Obtain $e(A)$ and $e(B)$ as total-energy differences at fixed geometry, and compare their uncertainty with the smaller capture energy. Check also that each supposed saddle leads downhill to the next site in the same charge state. If the two interchanged states differ by more than one electron, the intermediate charge state needs its own energy curve, because a minimum there could interrupt the slide.

In an experiment, vary temperature and injection separately. Weak temperature dependence at fixed $n$ and $p$ supports an athermal cycle; weak dependence at fixed beam current or light intensity is less direct, because carrier lifetimes may change with temperature. If both densities are multiplied by the same factor, the rate law makes $R$ grow by that factor. In strongly p-type material with $c_pp\gg c_nn$, it reduces to $R\simeq c_nn$, so the minority-electron density controls migration. In strongly n-type material with $c_nn\gg c_pp$, holes take that role.

To suppress the motion, cut off the supply of the rate-limiting carrier: block stray light, reduce the beam-generated pair density, or provide faster recombination elsewhere. Cooling reduces thermal hopping but does not stop the capture cycle while pairs are still supplied. To promote the motion at low temperature, inject both carriers and increase the one whose capture is slower. The numerical output below gives the values for the model case.

## Computed results

```
Gap Eg: 1.20 eV
Barrier in state 0, B0: 0.50 eV
Barrier in state +, Bp: 0.40 eV
Relaxed level e_th: 0.60 eV
Vertical level at A: 0.20 eV
Vertical level at B: 1.10 eV
Hole capture release: 0.20 eV
Slide in state +: 0.40 eV
Electron capture release: 0.10 eV
Slide in state 0: 0.50 eV
Energy spent per cycle: 1.20 eV
Width of allowed level window: 0.30 eV
Window limits: 0.40 to 0.70 eV
Second case, relaxed level: 0.80 eV
Second case, vertical level at B: 1.30 eV
Second case, remaining barrier: 0.0444 eV
Second case, Boltzmann factor: 5.75e-03
Temperature: 100 K; kT: 0.008617 eV
Electron density: 1.0e+10 cm^-3
Hole density: 2.0e+10 cm^-3
Electron capture coefficient: 1.0e-07 cm^3/s
Hole capture coefficient: 1.0e-08 cm^3/s
Hole capture rate at A: 200.0 1/s
Electron capture rate at B: 1000.0 1/s
Cycle rate R: 166.67 1/s
Probability of return after one cycle: 0.50
Nearest atoms at A and B: 4, 6
Nearest distance at A, B: 0.4330, 0.4146 a0
Lattice constant a0: 0.50 nm
Network D/(a0^2 R): 0.015625
Diffusion coefficient: 6.510e-15 cm^2/s
Rms displacement in 3600 s: 118.6 nm
Thermal attempt frequency: 1.0e+13 1/s
Thermal hop rate, lower barrier: 6.93e-08 1/s
Temperature of equal hop and cycle rates: 187.0 K
Line D/(a^2 R/4), 50 K: 0.99991
Line D/(a^2 R/4), 100 K: 0.99984
Frozen-charge D over driven D below 1e-6: True
Slow switching rates: 0.01, 0.02 D_free/a^2
Fast switching rates: 1e+04 D_free/a^2 each
Line D/(a^2 R/4), fast switching: 4.13e-04
Band density of states, each band: 5.0e+18 cm^-3
Equilibrium carrier density n_i: 2.89e-12 cm^-3
Largest dark cycle rate: 4.56e-20 1/s
Dark activation energy: 0.6000 eV
```
